# Inversion electrons in a thin fin can peak at midplane: test program

```python
"""
Result under test: in a thin symmetric double-gate film the electron density can
peak at midplane above threshold.  With one filled subband this happens exactly
when E0 > V(0), i.e. for sheet density N < g_c*kappa/(4*pi*m*t**3), g_c universal.
Hartree atomic units.  t: film thickness, x: position from midplane, m: confinement
mass, kappa: film permittivity, V: electron potential energy with V(0)=0,
E_i: subband edges, N_i: subband sheet densities, mu: Fermi level,
dos: in-plane density of states per subband, kT: thermal energy.
Model: hard walls, Hartree potential only, one family of equivalent valleys.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

pi = np.pi
hartree_J = const.physical_constants["Hartree energy"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
hartree_eV = hartree_J / const.e
per_cm2 = 1.0 / (100.0 * bohr_m) ** 2

POINTS = 201
MID = POINTS // 2
UNIT_X = np.arange(1, POINTS + 1) / (POINTS + 1) - 0.5
UNIT_DISTANCE = np.abs(UNIT_X[:, None] - UNIT_X[None, :])


def mirror_average(profile):
    """Equal gates: potential and density are even about midplane."""
    return 0.5 * (profile + profile[::-1])


def solve_film(t, N, m, kappa, kT=None, dos=None, mixing=0.5):
    """Self-consistent film; without kT only the lowest subband is filled."""
    h = t / (POINTS + 1)
    x = t * UNIT_X
    density = mirror_average(2.0 * N / t * np.cos(pi * UNIT_X) ** 2)
    last_level = 0 if kT is None else 15
    off_diagonal = np.full(POINTS - 1, -0.5 / (m * h * h))
    for _ in range(3000):
        V = -2.0 * pi / kappa * h * t * (UNIT_DISTANCE @ density)
        V = mirror_average(V - V[MID])
        E, vectors = eigh_tridiagonal(1.0 / (m * h * h) + V, off_diagonal,
                                      select="i", select_range=(0, last_level))
        psi = vectors / np.sqrt(h)
        if kT is None:
            mu, populations = None, np.array([N])
        else:
            def excess(level):
                return np.sum(dos * kT * np.logaddexp(0, (level - E) / kT)) / N - 1
            mu = brentq(excess, E[0] - 40 * kT, E[0] + N / dos + 5 * kT,
                        xtol=1e-16, rtol=1e-14)
            populations = dos * kT * np.logaddexp(0, (mu - E) / kT)
        # Without this average, rounding errors grow into a sideways charge shift.
        new_density = mirror_average(psi ** 2 @ populations)
        change = np.max(np.abs(new_density - density)) * t / N
        if change < 1e-8:
            break
        density = density + mixing * (new_density - density)
    else:
        raise RuntimeError("self-consistency not reached")
    V_surface = (-pi * N * t / kappa
                 + 2.0 * pi / kappa * h * np.sum(np.abs(x) * new_density))
    return dict(x=x, h=h, n=new_density, V=V, E=E, psi=psi, mu=mu,
                N_i=populations, V_surface=V_surface)


def midplane_curvature(n, h):
    return (n[MID + 1] - 2 * n[MID] + n[MID - 1]) / h ** 2


def count_maxima(n):
    return int(np.sum((n[1:-1] > n[:-2]) & (n[1:-1] > n[2:])))


# Parameters of the worked example
m, m_plane, valleys, kappa = 0.9, 0.2, 2, 12.0
t, t_wide, t_ox, kappa_ox = 60.0, 200.0, 20.0, 4.0
temperature, N = 300.0, 2.0e-4
kT = const.k * temperature / hartree_J
dos = valleys * m_plane / pi

# Universal changeover number from a parameter-free initial-value problem
def wave_zero(s, f):
    return f[0]
wave_zero.terminal = True
universal = solve_ivp(lambda s, f: [f[1], 2 * f[2] * f[0], f[3], -f[0] ** 2],
                      (0, 10), [1, 0, 0, 0], events=wave_zero,
                      rtol=1e-11, atol=1e-13)
zeta = universal.t_events[0][0]
w_slope = universal.y_events[0][0][3]
g_c = 16 * zeta ** 3 * abs(w_slope)

# Compare with repeated diagonalization at two thicknesses
def one_subband_onset(thickness):
    unit = kappa / (4 * pi * m * thickness ** 3)
    return brentq(lambda s: solve_film(thickness, s * unit, m, kappa)["E"][0]
                  * m * thickness ** 2, 60.0, 300.0, xtol=1e-5) * unit
for thickness in (t, 1.5 * t):
    predicted = g_c * kappa / (4 * pi * m * thickness ** 3)
    assert abs(one_subband_onset(thickness) / predicted - 1) < 1e-3
N_c_single = g_c * kappa / (4 * pi * m * t ** 3)
below = solve_film(t, 0.95 * N_c_single, m, kappa)
above = solve_film(t, 1.05 * N_c_single, m, kappa)
assert below["E"][0] > 0 and count_maxima(below["n"]) == 1
assert np.argmax(below["n"]) == MID
assert above["E"][0] < 0 and count_maxima(above["n"]) == 2

# Weak-bending coefficients, checked on a dimensionless film
c_mid = 1 / 24 - 1 / (8 * pi ** 2)
c_surface = 1 / 12 + 5 / (8 * pi ** 2)
g_small = 1.0
weak = solve_film(1.0, g_small / (4 * pi), 1.0, 1.0)
flat = solve_film(1.0, 1e-8, 1.0, 1.0)
assert abs(flat["E"][0] / (pi ** 2 / 2) - 1) < 1e-4
assert abs((flat["E"][0] - weak["E"][0]) / g_small / c_mid - 1) < 0.02
surface_shift = weak["E"][0] - weak["V_surface"] - flat["E"][0]
assert abs(surface_shift / g_small / c_surface - 1) < 0.02
g_c_estimate = pi ** 2 / 2 / c_mid

# Flat well with two subbands: the dip starts at N1/N0 = 1/4
flat_two = solve_film(1.0, 1e-8, 1.0, 1.0, kT=1.0, dos=1.0)
for ratio, expected in ((0.24, 1), (0.26, 2)):
    mixture = flat_two["psi"][:, 0] ** 2 + ratio * flat_two["psi"][:, 1] ** 2
    assert count_maxima(mixture) == expected

# Full thermal calculation for the example
film = solve_film(t, N, m, kappa, kT, dos)
assert np.argmax(film["n"]) == MID and count_maxima(film["n"]) == 1
psi, E, N_i, h = film["psi"], film["E"], film["N_i"], film["h"]
even_part = np.sum(4 * m * N_i[::2] * psi[MID, ::2] ** 2 * (-E[::2]))
odd_slopes = (psi[MID + 1, 1::2] - psi[MID - 1, 1::2]) / (2 * h)
odd_part = np.sum(2 * N_i[1::2] * odd_slopes ** 2)
curvature = midplane_curvature(film["n"], h)
assert abs((even_part + odd_part) / curvature - 1) < 0.005

def thermal_curvature(sheet):
    result = solve_film(t, sheet, m, kappa, kT, dos)
    return midplane_curvature(result["n"], result["h"]) * t ** 3 / sheet
N_c_full = brentq(thermal_curvature, 5e-5, 9e-4, xtol=1e-10)
onset = solve_film(t, N_c_full, m, kappa, kT, dos)
assert count_maxima(solve_film(t, 0.95 * N_c_full, m, kappa, kT, dos)["n"]) == 1
assert count_maxima(solve_film(t, 1.05 * N_c_full, m, kappa, kT, dos)["n"]) == 2
assert N_c_full < N_c_single

# Threshold: gate capacitance reaches half of its oxide limit
oxide_slope = 2 * pi * t_ox / kappa_ox
def channel_drive(sheet):
    result = solve_film(t, sheet, m, kappa, kT, dos)
    return result["mu"] - result["V_surface"]
def channel_slope(sheet):
    step = 0.01 * sheet
    return (channel_drive(sheet + step) - channel_drive(sheet - step)) / (2 * step)
N_th = brentq(lambda s: channel_slope(s) - oxide_slope, 5e-6, 3e-4, xtol=1e-9)
def slope_formula(sheet):
    filling = 1 / (dos * -np.expm1(-sheet / (dos * kT)))
    return filling + 4 * pi * t / kappa * c_surface
N_th_formula = brentq(lambda s: slope_formula(s) - oxide_slope, 5e-6, 3e-4)
assert abs(N_th_formula / N_th - 1) < 0.05
assert N_th < N < N_c_full
def gate_drive(sheet):
    return channel_drive(sheet) + oxide_slope * sheet
overdrive = gate_drive(N) - gate_drive(N_th)
overdrive_onset = gate_drive(N_c_full) - gate_drive(N_th)

# Classical Boltzmann profile at the same sheet density
beta = brentq(lambda b: kappa * kT * b / pi * np.tan(b * t / 2) - N,
              1e-8, pi / t * (1 - 1e-9))
n0_classical = beta ** 2 * kappa * kT / (2 * pi)
classical_ratio = np.cos(beta * t / 2) ** 2
def classical_rhs(x, f):
    local = n0_classical * np.exp(-f[0] / kT)
    return [f[1], -4 * pi * local / kappa, local]
classical = solve_ivp(classical_rhs, (0, t / 2), [0, 0, 0], rtol=1e-10, atol=1e-14)
assert abs(2 * classical.y[2, -1] / N - 1) < 1e-6
assert abs(np.exp(classical.y[0, -1] / kT) / classical_ratio - 1) < 1e-6

# Wide film with the same sheet density
wide = solve_film(t_wide, N, m, kappa, kT, dos, mixing=0.1)
peak = np.argmax(wide["n"])
wide_ratio = wide["n"][MID] / wide["n"][peak]
wide_distance = t_wide / 2 - abs(wide["x"][peak])
assert peak != MID and wide_ratio < 0.5

print(f"confinement mass {m}, in-plane mass {m_plane} (electron masses)")
print(f"valleys {valleys}, film kappa {kappa}, oxide kappa {kappa_ox}")
print(f"film thickness {t:.0f} bohr = {t * bohr_m * 1e9:.2f} nm")
print(f"oxide thickness {t_ox:.0f} bohr, temperature {temperature:.0f} K")
print(f"thermal energy kT {kT * 1e3:.4f} mHa")
print(f"density of states per subband {dos:.4f} per Ha bohr^2")
print(f"first zero zeta {zeta:.5f}, slope w'(zeta) {w_slope:.5f}")
print(f"universal changeover number g_c {g_c:.3f}")
print(f"weak-bending coefficient, midplane {c_mid:.5f}")
print(f"weak-bending coefficient, surface {c_surface:.5f}")
print(f"weak-bending estimate of g_c {g_c_estimate:.2f}")
for label, value in (("threshold density, full", N_th),
                     ("threshold density, formula", N_th_formula),
                     ("example density", N),
                     ("changeover density, full", N_c_full),
                     ("changeover density, one subband", N_c_single)):
    print(f"{label} {value:.3e} bohr^-2 = {value * per_cm2:.3e} cm^-2")
print(f"example density / threshold density {N / N_th:.2f}")
print(f"full changeover / threshold density {N_c_full / N_th:.2f}")
print(f"example overdrive {overdrive * 1e3:.3f} mHa/e = {overdrive * hartree_eV:.3f} V")
print(f"changeover overdrive {overdrive_onset * 1e3:.3f} mHa/e"
      f" = {overdrive_onset * hartree_eV:.3f} V")
print(f"example E0-V(0) {E[0] * 1e3:.3f} mHa, E1-V(0) {E[1] * 1e3:.3f} mHa")
print(f"example mu-V(0) {film['mu'] * 1e3:.3f} mHa")
print(f"example V(0)-V(surface) {-film['V_surface'] * 1e3:.3f} mHa")
print(f"example N1/N0 {N_i[1] / N_i[0]:.4f}")
print(f"curvature n''(0), even states {even_part:.3e} bohr^-5")
print(f"curvature n''(0), odd states {odd_part:.3e} bohr^-5")
print(f"curvature n''(0), from the profile {curvature:.3e} bohr^-5")
print(f"midplane density {film['n'][MID]:.3e} bohr^-3")
for position in (7.5, 15.0, 22.5):
    relative = np.interp(position, film["x"], film["n"]) / film["n"][MID]
    print(f"example n(x)/n(0) at x = {position} bohr: {relative:.3f}")
print(f"at full changeover: E0-V(0) {onset['E'][0] * 1e3:.3f} mHa")
print(f"at full changeover: N1/N0 {onset['N_i'][1] / onset['N_i'][0]:.4f}")
print(f"classical beta {beta:.5f} bohr^-1")
print(f"classical n(midplane)/n(surface) {classical_ratio:.4f}")
print(f"wide film thickness {t_wide:.0f} bohr = {t_wide * bohr_m * 1e9:.2f} nm")
print(f"wide film n(midplane)/n(peak) {wide_ratio:.4f}")
print(f"wide film peak distance from interface {wide_distance:.1f} bohr")
print("finished without a failed check")
```

Printed output:

```
confinement mass 0.9, in-plane mass 0.2 (electron masses)
valleys 2, film kappa 12.0, oxide kappa 4.0
film thickness 60 bohr = 3.18 nm
oxide thickness 20 bohr, temperature 300 K
thermal energy kT 0.9500 mHa
density of states per subband 0.1273 per Ha bohr^2
first zero zeta 2.01808, slope w'(zeta) -1.35958
universal changeover number g_c 178.788
weak-bending coefficient, midplane 0.02900
weak-bending coefficient, surface 0.14666
weak-bending estimate of g_c 170.16
threshold density, full 5.204e-05 bohr^-2 = 1.858e+12 cm^-2
threshold density, formula 5.281e-05 bohr^-2 = 1.886e+12 cm^-2
example density 2.000e-04 bohr^-2 = 7.142e+12 cm^-2
changeover density, full 4.671e-04 bohr^-2 = 1.668e+13 cm^-2
changeover density, one subband 8.782e-04 bohr^-2 = 3.136e+13 cm^-2
example density / threshold density 3.84
full changeover / threshold density 8.97
example overdrive 7.882 mHa/e = 0.214 V
changeover overdrive 20.380 mHa/e = 0.555 V
example E0-V(0) 1.168 mHa, E1-V(0) 5.360 mHa
example mu-V(0) 2.481 mHa
example V(0)-V(surface) 2.148 mHa
example N1/N0 0.0294
curvature n''(0), even states -2.556e-08 bohr^-5
curvature n''(0), odd states 3.818e-09 bohr^-5
curvature n''(0), from the profile -2.174e-08 bohr^-5
midplane density 6.077e-06 bohr^-3
example n(x)/n(0) at x = 7.5 bohr: 0.898
example n(x)/n(0) at x = 15.0 bohr: 0.596
example n(x)/n(0) at x = 22.5 bohr: 0.199
at full changeover: E0-V(0) 0.750 mHa
at full changeover: N1/N0 0.1299
classical beta 0.03395 bohr^-1
classical n(midplane)/n(surface) 0.2751
wide film thickness 200 bohr = 10.58 nm
wide film n(midplane)/n(peak) 0.2471
wide film peak distance from interface 25.7 bohr
finished without a failed check
```
